Why separate anodic and cathodic curves can mispredict electroless plating

**Question**

I want to predict the rate of an electroless copper bath. My plan is to measure the oxidation of the reducing agent in a bath without copper ions, and the reduction of copper in a bath without the reducing agent. I would then take the potential at which the two currents are equal and opposite, and read the plating rate there. Since no external current flows during plating, charge conservation seems to guarantee the answer. Can the method still fail? If the two reactions share the same surface, can one write a definite model that says whether the true rate lies above or below the prediction?

**Answer**

Charge conservation guarantees that the two partial currents balance in the complete bath. It does not guarantee that they are the currents you measured separately. The method needs a second assumption: at a given potential, neither reaction changes the surface on which the other runs. The model below drops that assumption and keeps charge conservation.

**The sites and their balances**

Let Γ be the number of moles of surface sites per unit area. A site is free (fraction u), holds adsorbed reductant (A), holds a monovalent metal intermediate (M), or is inactive (P), so that

u + A + M + P = 1.

The surface is treated in mean field: it is uniform, and rates depend on average fractions. The processes, with rate constants in 1/s, are:

- reductant adsorbs on free sites (ka), desorbs (kd), or is oxidized with release of one electron (k2);
- a metal ion takes its first electron on a free site (k3) and its second from the state M (k4), which leaves a metal atom with a free site on top;
- free sites become inactive (kp) through a species present in all three baths, and recover spontaneously (kr > 0);
- each deposited atom advances the growing layer over one randomly chosen site. If that site is inactive, it is renewed with probability g. Adsorbed A and M are assumed to settle again on the new layer.

For formaldehyde, one electron per molecule corresponds to

2 HCHO + 4 OH⁻ → 2 HCOO⁻ + H₂ + 2 H₂O + 2 e⁻.

Concentrations at the surface are held constant and are contained in ka and k3. Charge transfer is irreversible. As the potential E rises, k2 increases while k3 and k4 decrease; the other constants do not depend on E. The balances are

dA/dt = ka u − (kd + k2) A
dM/dt = k3 u − k4 M
dP/dt = kp u − kr P − g k4 M P.

In the steady state the first two give

A = a u, a = ka/(kd + k2)
M = m u, m = k3/k4.

Hence k4 M = k3 u, which is the number of atoms deposited per site per second. Putting this into the third balance gives

P = kp u/(kr + g k3 u).

The fractions add to one, so

u(1 + a + m) + kp u/(kr + g k3 u) = 1. (1)

The first term on the left increases with u. So does the second, whose derivative is kp kr/(kr + g k3 u)². The left side starts at zero and passes one, so there is a single positive solution. To find it, write s = 1 + a + m and b = g k3, and multiply (1) by kr + b u:

s u(kr + b u) + kp u = kr + b u
s b u² + (s kr + kp − b)u − kr = 0. (2)

**The currents**

With anodic current positive, the partial currents are

i_a = F Γ k2 a u
i_c = −2 F Γ k3 u.

The factor 2 counts both electrons taken up per metal atom. The metal-free bath has k3 = 0, hence m = 0 and no renewal. With K = kp/kr, its free fraction is

u_a = 1/(1 + a + K).

The reductant-free bath has a = 0 in (1), which gives another free fraction, u_c. The separate curves therefore contain u_a and u_c, while both currents in the complete bath contain the same u. This is the source of the error.

**The potential and the rate carry different information**

At open circuit i_a + i_c = 0, so F Γ k2 a u = 2 F Γ k3 u. The common factor u cancels:

k2 a = 2 k3. (3)

The left side, ka k2/(kd + k2), rises with E and the right side falls, so they cross once. In this model the true plating potential does not depend on k4, kp, kr or g. The rate k3 u does depend on them, through u. A correct open-circuit potential therefore does not validate a rate.

**How each reaction changes the other's curve**

Compare the baths at the same potential. Adding reductant raises a, and so raises the left side of (1) at any given u. The solution u must fall, which means that the reductant lowers the cathodic curve.

Adding metal ions does two things to the anodic curve: M takes up sites, and growth renews inactive ones. The anodic current rises if u > u_a. Because the left side of (1) increases with u, this happens exactly when that left side, evaluated at u_a, is below one:

u_a(1 + a + m) + kp u_a/(kr + g k3 u_a) < 1.

Now replace the 1 on the right by u_a(1 + a + K), divide by u_a, and subtract 1 + a:

m + kp/(kr + g k3 u_a) < K.

Moving the second term to the right and using kp = K kr gives

m < K g k3 u_a/(kr + g k3 u_a). (4)

The left side measures the sites lost to the metal intermediate, the right side the inactive sites recovered by growth.

**Which way the prediction errs**

The separate curves are monotonic. The anodic one is proportional to

k2 a u_a = ka k2/[(1 + K)(kd + k2) + ka],

which rises with k2 and hence with E. For the cathodic one, let w = k3 u_c be the deposition rate. Equation (1) with a = 0 becomes

w(1/k3 + 1/k4) + kp w/[k3(kr + g w)] = 1.

The left side increases with w and decreases with k3 and k4. As E rises, k3 and k4 fall, so w must fall too.

Let E* and v be the true potential and deposition rate, and E_p and v_p the predicted ones. Suppose first that there is no renewal (g = 0) or no inactivation (kp = 0). Then (4) cannot hold, and both curves are lower in the complete bath than separately.

- If E* ≤ E_p, the true anodic current lies below the separate anodic curve at E*, which is no higher than its value at E_p. Hence v < v_p.
- If E* ≥ E_p, the same argument with the falling cathodic curve again gives v < v_p.

Competition for sites can thus only reduce the rate below the prediction. Within this model, a rate above the prediction requires renewal.

With renewal the rate error can have either sign, but one restriction remains. The cathodic curve is still lowered. If E_p ≤ E*, then v lies below the separate cathodic curve at E*, which is no higher than at E_p, so v < v_p. Conversely,

v ≥ v_p implies E_p > E*. (5)

If the predicted rate is right or too low, the predicted potential is too positive. As long as the reductant occupies shared sites, rate and potential cannot both be predicted correctly.

The separate curves become reliable when a, m and K are all small, because every free fraction then approaches one. They are also reliable if the reactions use independent sets of sites, provided that deposition does not renew the sites used by the reductant.

**A worked case**

Take 60 °C, where RT/F = 28.71 mV, and Γ = 2.5 × 10⁻⁹ mol/cm², so that FΓ = 0.2412 mC/cm². At −0.50 V against the standard hydrogen electrode, choose ka = 50, kd = 10, k2 = 20, k3 = 20 and k4 = 40 1/s. All transfer coefficients are one half. With

x = exp[F(E + 0.50 V)/(2RT)],

k2 becomes 20x, while k3 and k4 become 20/x and 40/x in 1/s. Equation (3) reads

50 · 20x/(10 + 20x) = 40/x.

Multiplying out gives 1000x² = 400 + 800x, or

x² − 0.8x − 0.4 = 0
x = 0.4 + √(0.16 + 0.4) = 1.148.

The other root is negative. The true potential is −0.50 V + 2(0.02871 V) ln 1.148 = −0.492 V. There k2 = 22.97, k3 = 17.42 and k4 = 34.83 1/s, so a = 50/32.97 = 1.517, m = 0.5 and s = 3.017. Three cases share this potential.

*Competition alone, kp = 0.* Here u = 1/3.017 = 0.331, and the current density is 2(0.2412)(17.42)(0.331) = 2.79 mA/cm². The separate curves cross at 4.12 mA/cm² and −0.474 V. The true rate is 0.675 of the prediction.

*Inactive sites without renewal, kp = 5 1/s, kr = 0.5 1/s, g = 0.* Now K = 10 and u = 1/(3.017 + 10) = 0.0768. The true value is 0.645 mA/cm² and the predicted one 0.687 mA/cm², a ratio of 0.94. The rate is low, yet the prediction is nearly right. The large term K is common to all three baths, so adding a or m changes the free fraction little. Blocking that is equal in all baths does not by itself spoil the method.

*Inactive sites with renewal, the same kp and kr, g = 1.* Equation (2) becomes

52.55u² − 10.91u − 0.5 = 0,

with positive root u = 0.246. The deposition rate is 17.42 × 0.2463 = 4.29 atoms per site per second, or 2.07 mA/cm². The separate curves predict 0.88 mA/cm² at −0.437 V. The true rate is 2.3 times the prediction, and the predicted potential is 55 mV too positive, as (5) requires.

The separate curves at the true potential show why. The anodic current is 0.67 mA/cm² without copper ions and 2.07 mA/cm² with them. The cathodic current has magnitude 4.08 mA/cm² without reductant and 2.07 mA/cm² with it. In condition (4), u_a = 1/(1 + 1.517 + 10) = 0.0799, and the right side is 7.4 against m = 0.5, so renewal far outweighs the loss of sites to M.

Two calculations that do not use the steady-state formulas test this case. In the first, the site balances are integrated in time from a bare surface, with the potential free to follow C dE/dt = |i_c| − i_a and C = 30 µF/cm². The surface settles at −0.492 V and 2.07 mA/cm². In the second, random events are followed on 1000 sites at the true potential and counted for 10 s. They give 4.26 atoms per site per second, 0.7% below the formula, a difference comparable to the statistical scatter of such a run. Both calculations keep the surface well mixed, so they test the algebra and not the mean-field assumption. If growth renews a neighbouring site instead of a random one, the rate is about 1% lower on a square lattice and about 5% lower along a single row.

**A correct rate for the wrong reason**

Keep kr = 0.5 1/s and g = 1, and reduce kp. The ratio of true to predicted rate passes from 2.3 at kp = 5 1/s to 0.675 at kp = 0, so it equals one somewhere between. This happens at kp = 0.89 1/s, where both rates are 2.65 mA/cm². Yet at the true potential the complete bath has 1.36 times the separate anodic current and 0.50 times the separate cathodic current. The two errors cancel in the rate but leave the predicted potential 37 mV too positive.

Statement (5) was also tested on 300 random parameter sets with unequal transfer coefficients between 0.3 and 0.7. The true rate exceeded the prediction in 90 of them, and in each of these the predicted potential was too positive. The fraction 90/300 reflects the ranges chosen for the draw, not real baths.

**Relation to a real copper bath**

For copper, 1 mA/cm² corresponds to 1.323 µm/h, so the renewal case plates at 2.7 µm/h, against a predicted 1.2 µm/h. A few µm/h is the rough range of alkaline formaldehyde baths. The rate constants were chosen to reach that range; in particular, kp, kr and g are not measured properties of copper. Real baths break the assumption of constant surface concentrations. With roughly 0.04 M copper, 0.08 M formaldehyde, 0.05 M hydroxide and a 50 µm diffusion layer, and with assumed diffusion coefficients of 7 × 10⁻⁶, 2 × 10⁻⁵ and 9 × 10⁻⁵ cm²/s in that order, the true rate falls by 10%, to 1.86 mA/cm², and its ratio to the prediction becomes 2.2. The copper diffusion limit is then 10.8 mA/cm², below the 13.8 mA/cm² that the simple model gives for the separate cathodic curve at −0.55 V. These figures depend on the coefficients. With 5 × 10⁻⁶, 1.2 × 10⁻⁵ and 5 × 10⁻⁵ cm²/s the true rate is 1.76 mA/cm² and the limit 7.7 mA/cm²; with 1.1 × 10⁻⁵, 2.5 × 10⁻⁵ and 9 × 10⁻⁵ cm²/s they are 1.92 and 17 mA/cm². The ratio to the prediction stays between 2.2 and 2.3.

Three other effects were sized for the renewal case:

- A repulsion of 0.03 eV between adsorbed reductant species at full coverage lowers the true rate by 3%.
- Loss of reductant from sites swept by growth also lowers it by 3%. The near agreement is a coincidence: for these numbers, each effect raises the effective desorption constant from 10 to about 14 1/s.
- A reverse first copper step of 4 1/s at −0.50 V lowers it by 4%.

With diffusion and these three effects together, the true rate is 1.66 mA/cm², 20% below the simple model, and 2.1 times its own prediction. For competition alone, the corresponding ratio is 0.75. The direction of the error survives in both cases. Overall copper dissolution is negligible here: with a rough equilibrium potential of −0.23 V, the ratio of reverse to forward rate is about 10⁻⁸ at the true potential. This ratio fixes only the product of the reverse-to-forward ratios of the two steps. The second step, usually the fast one on copper, may still be reversible, and it is not included in the figures above. At the same overall ratio, a reverse second step of 20 or 80 1/s at −0.50 V lowers the true rate of the renewal case by 17% or 45% if renewal follows the net deposition, while the ratio to the prediction stays between 2.2 and 2.5. Hydrogen evolution from water and roughness have not been sized.

**What to measure instead**

Measure the partial currents in the complete bath. At a controlled potential, obtain the deposition rate N, in mol per cm² per second, from the gain in mass. Then

|i_c| = 2 F N
i_a = i_net + 2 F N,

where i_net is the measured external current density. The second line follows from i_net = i_a − |i_c|. This separation holds if copper deposition is the only cathodic reaction and the deposit is pure copper that does not redissolve.

Compare each partial current with its separate curve at the same potential, temperature, stirring, pH and free ligand concentration. If the solution chemistry differs between baths, a difference in current need not come from the surface. Under these conditions, and within this model, a lower cathodic current shows that the reductant is taking sites, and a higher anodic current shows that deposition is renewing them. These readings, and statement (5), assume that the reactions interact only through the number of free sites. If adsorbed reductant also speeds up metal reduction, they can fail: with k3 multiplied by 1 + 6A, K = 10 and g = 0, the true rate is 1.04 times the prediction without any renewal, and the predicted potential is 16 mV too negative. Agreement of the plating rate alone establishes neither curve.

Table of computed values

```
T = 333.15 K; RT/F = 28.71 mV; E_ref = -0.50 V SHE
site density = 2.50e-09 mol/cm2; F*Gamma = 0.2412 mC/cm2
double layer = 30 uF/cm2
ka, kd, k2, k3, k4 at E_ref (1/s): 50 10 20 20 40
kp = 5 1/s; kr = 0.5 1/s; g = 1
1 mA/cm2 of copper = 1.323 um/h
x = exp(f(E-E_ref)/2) = 1.1483; mixed E = -0.4921 V SHE
there k2, k3, k4 = 22.97, 17.42, 34.83 1/s
a = 1.5167; m = 0.5000
u, A, M, P = 0.2463, 0.3735, 0.1231, 0.2571
deposition = 4.289 atoms/site/s; random events 4.258
Cases: E true, E predicted (V SHE); i true, i predicted (mA/cm2); ratio
 competition only: -0.4921, -0.4745; 2.785, 4.125; 0.675
 inactive, no renewal: -0.4921, -0.4885; 0.645, 0.687; 0.939
 inactive + renewal: -0.4921, -0.4370; 2.069, 0.882; 2.345
with renewal: true 2.74, predicted 1.17 um/h
with renewal: potential error = 55.1 mV
Renewal case, mA/cm2: E; anodic alone, full; cathodic alone, full
 -0.5500 V: 0.401, 1.172; -13.786, -4.915
 -0.4921 V: 0.671, 2.069; -4.083, -2.069
 -0.4370 V: 0.882, 2.109; -0.882, -0.657
promotion test at mixed E: u_a = 0.0799; m = 0.500 < 7.357
accidental rate match: kp = 0.8895 1/s; i = 2.655 mA/cm2
 E true, predicted = -0.4921, -0.4546 V; error 37.5 mV
 full/alone at true E: anodic 1.357, cathodic 0.498
random sets with rate above prediction: 90 of 300
Rough bath: Cu 0.04 M, HCHO 0.08 M, OH 0.05 M; layer 50 um
limits (mA/cm2): Cu 10.8, HCHO 30.9, OH 43.4
repulsion 0.03 eV at full coverage; Cu(I) reverse 4 1/s at E_ref
Neglected effects: E true (V); i true, predicted (mA/cm2); ratio
 diffusion: -0.4956; 1.857, 0.837; 2.219
 repulsion: -0.4871; 2.001, 0.876; 2.285
 swept reductant: -0.4871; 2.001, 0.882; 2.267
 reversible Cu step: -0.4967; 1.979, 0.824; 2.403
 all together: -0.4920; 1.663, 0.775; 2.146
competition only, all effects: true/predicted = 0.751
rough Cu equilibrium potential = -0.23 V SHE
reverse/forward Cu: 1.2e-08 at true E, 5.5e-07 at predicted E
```
